\section*{The Thickest Overlayer Measurable from One Percent of Substrate Photoemission}

\section{The decision and a quick estimate}

A calculation of film thickness from the attenuation of a substrate photoelectron line starts with a decision: is the film thin enough for that line to carry the information? If it is, the measured intensity can be inverted to a thickness. If it is not, the inversion returns a number governed by noise, background subtraction or small gaps in the film, and another method is needed. Setting the smallest acceptable substrate signal turns this decision into a maximum thickness.

Let the covered sample be required to retain one percent of the substrate intensity measured without the film. Suppose that each attenuation length \(L\) of overlayer reduces the intensity by a factor \(e\). A reduction by ten then takes \(\ln 10=2.303\) attenuation lengths. One percent is two successive reductions by ten, so at normal emission
\begin{equation}
d_{\max}\approx 2\times 2.303\,L\approx 4.6\,L .
\end{equation}
For \(L=2.0\) nm this is about 9.2 nm.

The estimate rests on three things that need examination: the exponential law, the choice of one percent, and the meaning of \(L\). The first fixes the formula, the second decides whether the remaining signal is useful, and the third can shift the answer by many times the counting error.

\section{Controlled derivation}

\subsection{Attenuation in the film}

Take a flat, continuous film of uniform thickness \(d\) on a thick, homogeneous substrate. Electrons are collected at an angle \(\theta\) from the surface normal, with \(0\leq\theta<90^\circ\). The intensity \(I\) is the background-subtracted area of a chosen substrate line. An electron that loses enough energy to leave this line no longer contributes to \(I\), even if it reaches the detector.

In the straight-line description, crossing a layer of thickness \(dz\) at angle \(\theta\) requires a path
\begin{equation}
ds=\frac{dz}{\cos\theta}.
\end{equation}
Let \(L\) be the effective attenuation length for the substrate line in the overlayer material. It belongs to the kinetic energy of that line, and it is taken here to be independent of thickness and angle. The fraction removed in a short path is \(ds/L\), so
\begin{equation}
\frac{dI}{I}=-\frac{ds}{L}=-\frac{dz}{L\cos\theta}.
\end{equation}
The minus sign records the loss along the outward path. Integrating across the film, from intensity \(I_{\rm in}\) at the interface to \(I_{\rm out}\) at the surface, gives
\begin{equation}
\ln\frac{I_{\rm out}}{I_{\rm in}}=-\frac{d}{L\cos\theta},
\qquad
\frac{I_{\rm out}}{I_{\rm in}}
=\exp\left(-\frac{d}{L\cos\theta}\right).
\end{equation}

\subsection{Summing over the substrate}

The electrons originate at many depths. Let \(z\) be the depth below the interface and \(L_s\) the attenuation length in the substrate. With a constant \(C\) containing the photon flux, emitter density, cross section and detection efficiency, the covered intensity is
\begin{align}
I(d)
&=C\int_0^\infty
e^{-z/(L_s\cos\theta)}e^{-d/(L\cos\theta)}\,dz\\
&=Ce^{-d/(L\cos\theta)}
\left[-L_s\cos\theta\,e^{-z/(L_s\cos\theta)}\right]_0^\infty\\
&=CL_s\cos\theta\,e^{-d/(L\cos\theta)}.
\end{align}
The film factor leaves the integral because it does not depend on \(z\). The upper limit contributes zero and the lower limit contributes \(+L_s\cos\theta\).

The bare intensity follows by setting \(d=0\): \(I_0=CL_s\cos\theta\). If the bare reference is taken at the same angle and under the same conditions, and the film neither weakens the incoming X-rays appreciably nor changes the substrate, then \(C\) and \(L_s\) cancel:
\begin{equation}
R\equiv\frac{I(d)}{I_0}
=\exp\left(-\frac{d}{L\cos\theta}\right).
\label{eq:ratio}
\end{equation}
A reaction that consumes substrate atoms or shifts part of the line out of the integration window breaks this cancellation.

\subsection{The thickness limit}

Let \(R_{\min}\) be the smallest acceptable retained fraction. The requirement \(R\geq R_{\min}\) becomes, after taking logarithms,
\begin{equation}
-\frac{d}{L\cos\theta}\geq\ln R_{\min}.
\end{equation}
Multiplication by \(-L\cos\theta\), a negative quantity, reverses the inequality:
\begin{equation}
d\leq d_{\max}=L\cos\theta\,\ln\frac{1}{R_{\min}}.
\label{eq:limit}
\end{equation}
At normal emission and one percent,
\begin{equation}
d_{\max}=L\ln 100=4.605\,L
=4.605\times2.0\ {\rm nm}=9.21\ {\rm nm}.
\end{equation}

A test that removed electrons slice by slice, with \(L_s=1.5\) nm in the substrate, found a limit of 9.209 nm against 9.210 nm from the formula. The slight deficit has the expected sign. A slice of optical thickness \(x\) transmits \(1-x\), and \(\ln(1-x)=-x-x^2/2-\cdots\), so finite slices attenuate slightly more than the exponential.

The threshold enters through a logarithm. Accepting signals down to 0.1 percent raises the limit to \(6.908L\), while demanding 10 percent lowers it to \(2.303L\). A hundredfold change in the required signal thus changes the thickness limit by a factor of three.

Tilting shortens the reach. At \(60^\circ\), \(\cos\theta=1/2\), and the limit becomes 4.605 nm. The same conclusion can be read from the signal at fixed thickness. Equation~\eqref{eq:ratio} gives
\begin{equation}
R(\theta)=[R(0)]^{1/\cos\theta},
\end{equation}
so a film that retains \(10^{-2}\) at normal emission retains \(10^{-4}\) at \(60^\circ\). Both tilt results assume that \(L\) does not depend on angle, and elastic scattering breaks this assumption for films several attenuation lengths thick. In the transport model treated below, the film that retains \(10^{-2}\) at normal emission retains about \(5\times10^{-4}\) at \(60^\circ\), and the limit falls from 9.57 nm to 5.36 nm rather than to half. Tilting makes a thin film easier to detect, because it increases the attenuation, but it makes a thick film harder to measure.

\section{Is one percent enough signal?}

Equation~\eqref{eq:limit} locates a chosen intensity ratio. Whether that ratio can be measured depends on the number of counts and on the background.

Let \(N\) be the expected net substrate count in the peak window and \(B\) the expected background count there. Suppose that the background is estimated from a separate window with the same expected count \(B\). The gross count \(G\) and the background count \(B'\) are independent Poisson variables, whose variances equal their means. The estimated net count is \(\widehat N=G-B'\), and
\begin{align}
\langle\widehat N\rangle&=(N+B)-B=N,\\
\sigma_N^2&=(N+B)+B=N+2B.
\end{align}
The background cancels in the mean, but its two fluctuations add in the variance.

Let \(N_0\) be the bare net count for the same acquisition conditions, taken as known. The thickness is
\begin{equation}
d=L\cos\theta\,(\ln N_0-\ln N).
\end{equation}
Differentiating with \(L\) and \(N_0\) fixed gives \(\partial d/\partial N=-L\cos\theta/N\). For a small relative count error, the standard deviation of the thickness is therefore
\begin{equation}
\sigma_d=L\cos\theta\,\frac{\sqrt{N+2B}}{N}.
\label{eq:noise}
\end{equation}

For a bare signal of 100000 counts, one percent leaves \(N=1000\). With \(B=2000\),
\begin{align}
\sigma_N&=\sqrt{1000+2\times2000}=70.7,\\
\frac{\sigma_N}{N}&=0.0707,\\
\sigma_d&=2.0\ {\rm nm}\times0.0707=0.141\ {\rm nm}.
\end{align}
Simulated Poisson counts gave 0.142 nm. A seven percent error in the signal becomes a 1.5 percent error in thickness, because division by \(d=L\ln100\) introduces the factor \(1/4.605\).

The net signal is here about 14 times its standard deviation. In this example one percent is thus a cautious criterion as far as counting is concerned. With fewer counts or a higher background it may be too optimistic.

Equation~\eqref{eq:noise} has two useful limits at fixed \(B\). When \(N\gg2B\), the error is \(L\cos\theta/\sqrt N\), and since \(N=N_0e^{-d/(L\cos\theta)}\), it grows as \(e^{d/(2L\cos\theta)}\). When \(N\ll2B\), it is \(L\cos\theta\sqrt{2B}/N\) and grows as \(e^{d/(L\cos\theta)}\). Once background dominates, each additional attenuation length at normal emission multiplies the thickness error by \(e\). The small-error formula itself fails when \(\sigma_N\) becomes comparable with \(N\); the estimated net count can then be zero or negative, and its logarithm has no meaning as a thickness.

Longer counting does not remove calibration errors. At fixed measured ratio, \(d\) is proportional to \(L\), so
\begin{equation}
\frac{\delta d}{d}=\frac{\delta L}{L}.
\end{equation}
A ten percent error in \(L\) gives a ten percent error in \(d\), much larger than the 1.5 percent counting error above. An error in the bare reference enters differently: to first order it shifts the thickness by \(L\cos\theta\,\delta N_0/N_0\), whatever the thickness.

\section{When the surviving signal comes through gaps}

A substrate signal above one percent shows that the film is below the thickness limit only if the film is known to be uniform. Let a fraction \(f\) of the analysed area be uncovered, and let the rest carry a film of thickness \(d\). At normal emission, with the regions large enough that their signals add by area,
\begin{equation}
R=f+(1-f)e^{-d/L}.
\end{equation}
If this ratio is interpreted as that of a uniform film, the apparent thickness is
\begin{equation}
d_{\rm app}=L\ln\frac{1}{R}
=-L\ln\left[f+(1-f)e^{-d/L}\right].
\end{equation}

Take \(f=0.01\) and let the covered part have the limiting thickness 9.21 nm, so that \(e^{-d/L}=0.01\). Then
\begin{align}
R&=0.01+0.99\times0.01=0.0199,\\
d_{\rm app}&=2.0\ {\rm nm}\times\ln\frac{1}{0.0199}=7.83\ {\rm nm}.
\end{align}
One percent of open area nearly doubles the signal and makes the film appear about 1.4 nm thinner than its covered part. This shift is roughly ten times the counting error of 0.141 nm found above for 1000 net counts.

As the covered part becomes very thick, \(R\) tends to \(f\) and \(d_{\rm app}\) approaches \(L\ln(1/f)\) from below. For one percent open area this ceiling is 9.21 nm. It coincides with the thickness limit because \(f\) and \(R_{\min}\) were given the same value. Such a sample passes the one-percent criterion for any thickness of its covered part, although nearly all of the signal may come through the gaps.

Smooth thickness variations have a related effect. Write the local thickness as \(\bar d+u\), where the area average of \(u\) is zero. If \(|u|\ll L\), expansion of the exponential gives
\begin{align}
R&=e^{-\bar d/L}\left\langle e^{-u/L}\right\rangle\\
&\approx e^{-\bar d/L}
\left(1-\frac{\langle u\rangle}{L}
+\frac{\langle u^2\rangle}{2L^2}\right)\\
&=e^{-\bar d/L}
\left(1+\frac{\langle u^2\rangle}{2L^2}\right).
\end{align}
Taking \(-L\ln R\) and using \(\ln(1+x)\approx x\),
\begin{equation}
d_{\rm app}\approx\bar d-\frac{\langle u^2\rangle}{2L}.
\end{equation}
Thin regions transmit more than thick regions withhold, so the apparent thickness lies below the area average. This expansion does not cover pinholes in a thick film, for which the preceding formula is needed.

\section{Which length belongs in the exponential?}

The inelastic mean free path \(\lambda_i\) is the mean path between energy-loss collisions. Elastic collisions keep an electron in the line but change its direction. They can remove it from the detected direction, lengthen its path, or redirect another electron towards the detector. The length inferred from film attenuation therefore need not equal \(\lambda_i\).

A simple transport model shows the size this difference can have. Let elastic scattering be isotropic with mean free path \(\lambda_e\), and let film and substrate have the same scattering lengths. The sources emit isotropically, and reflection and refraction at the surface are neglected. Collision rates add, so
\begin{equation}
\frac1{\lambda_t}=\frac1{\lambda_i}+\frac1{\lambda_e},
\qquad
\omega=\frac{\lambda_t}{\lambda_e},
\end{equation}
where \(\omega\) is the probability that a collision is elastic. Measure depth from the outer surface as \(\tau=z/\lambda_t\).

Let \(G(\tau)\) be the contribution of an isotropic source at depth \(\tau\) to normal emission, scaled so that its unscattered part is \(e^{-\tau}\). The other part comes from electrons that first collide at some depth \(\tau'\). For isotropic emission the probability density of that depth is
\begin{equation}
\frac12\int_0^1\frac{d\mu}{\mu}\,
e^{-|\tau-\tau'|/\mu}
=\frac12E_1(|\tau-\tau'|),
\end{equation}
where \(\mu\) is the magnitude of the direction cosine, and the equality defines the exponential integral \(E_1\). With probability \(\omega\) the collision is elastic, and the electron starts again as an isotropic source at \(\tau'\). Hence
\begin{equation}
G(\tau)=e^{-\tau}+\frac{\omega}{2}
\int_0^\infty E_1(|\tau-\tau'|)G(\tau')\,d\tau'.
\label{eq:transport}
\end{equation}
For a film of scaled thickness \(\tau_d\), the substrate occupies \(\tau>\tau_d\), and the retained fraction is
\begin{equation}
R(\tau_d)=
\frac{\int_{\tau_d}^{\infty}G(\tau)\,d\tau}
{\int_0^\infty G(\tau)\,d\tau}.
\end{equation}
Without elastic scattering, \(\omega=0\), \(\lambda_t=\lambda_i\) and \(G=e^{-\tau}\). The ratio reduces to \(e^{-d/\lambda_i}\), as it should.

For weak elastic scattering, replace \(G\) inside the integral by \(e^{-\tau'}\). To first order in \(\omega\), \(G=e^{-\tau}[1+\omega g(\tau)/2]\), with
\begin{equation}
g(\tau)=\int_0^\tau E_1(s)e^s\,ds
+\int_0^\infty E_1(s)e^{-s}\,ds.
\end{equation}
The first term comes from collisions nearer the surface, with \(s=\tau-\tau'\), and the second from deeper ones, with \(s=\tau'-\tau\). The first grows with \(\tau\) because its integrand is positive; the second is constant. Deep sources therefore gain relatively more from scattering than shallow ones, and \(R(\tau_d)\) exceeds \(e^{-\tau_d}\). At this order the one-percent depth must lie beyond \(4.605\lambda_t\).

Take \(\lambda_i=2.5\) nm and \(\lambda_e=10\) nm. Then
\begin{align}
\frac1{\lambda_t}&=(0.4+0.1)\ {\rm nm}^{-1},
\qquad \lambda_t=2.0\ {\rm nm},\\
\omega&=\frac{2.0}{10}=0.20.
\end{align}
Numerical solution of equation~\eqref{eq:transport} places the one-percent limit at \(\tau_d=4.783\), beyond 4.605 as the expansion predicts. The thickness and the corresponding effective length are
\begin{align}
d_{\max}&=4.783\times2.0\ {\rm nm}=9.57\ {\rm nm},\\
L_{\rm eff}&=\frac{d_{\max}}{\ln100}=2.08\ {\rm nm}.
\end{align}
In a separate test, random electron paths were generated, and the probability of direct escape along the normal was added at the source and after each elastic collision. This gave a retained fraction of 1.00 percent at this thickness.

\section{Comparison of the estimates}

Putting \(\lambda_i\) directly into the exponential would give \(2.5\ {\rm nm}\times4.605=11.51\) nm. This is 20 percent above the 9.57 nm found with elastic scattering in the same model. The factor \(\ln100\) is common to both estimates; the discrepancy comes from the length it multiplies.

The value 2.08 nm lies between \(\lambda_t=2.0\) nm, which would apply if every elastic collision removed an electron from the signal, and \(\lambda_i=2.5\) nm, which would apply if elastic collisions had no effect. It is an effective length for this geometry and this one-percent criterion. Since \(g(\tau)\) varies with depth, the attenuation is not a pure exponential, and another threshold or angle may call for a different length. At normal emission the threshold matters little: the length is 2.10 nm for ten percent and 2.06 nm for 0.1 percent. The angle matters more: for one percent it is 2.33 nm at \(60^\circ\) and 2.67 nm at \(70^\circ\), the latter above \(\lambda_i\), so the bracket between \(\lambda_t\) and \(\lambda_i\) fails at large angles. Real elastic scattering is generally not isotropic. Forward-peaked scattering of Henyey--Greenstein form, with mean cosine 0.9 and the same transport mean free path of 10 nm, lowers the normal-emission length to 1.90 nm and raises the overestimate from 20 to about 32 percent. These numbers therefore illustrate the distinction and do not calibrate a particular film.

The back-of-envelope result \(4.6L\) thus survives the controlled derivation when \(L\) is the effective attenuation length appropriate to the measurement. For the uniform film with \(L=2.0\) nm, the limit may be stated as 9.2 nm, with a counting error near 0.14 nm under the assumed counts. A one-percent open area shifts the inferred thickness by about 1.4 nm, and in the transport example the wrong choice of length shifts the limit by about 1.9 nm. With counts like these, film continuity and the calibration of \(L\) therefore deserve attention before longer counting does; with a much weaker signal or a higher background, counting may matter as much. The numerical output gives the values behind these comparisons.

\section*{Computed results}
\begin{verbatim}
Required retained fraction: 1.0 %
Limit / attenuation length, normal: 4.6052 (no unit)
Limit / L for 10.0 % retained: 2.303 (no unit)
Limit / L for 5.0 % retained: 2.996 (no unit)
Limit / L for 0.1 % retained: 6.908 (no unit)
Effective attenuation length L: 2.00 nm
Substrate attenuation length: 1.50 nm
Thickness limit at 0 degrees: 9.210 nm
Slice-sum limit at 0 degrees: 9.209 nm
Thickness limit at 60 degrees: 4.605 nm
Slice-sum limit at 60 degrees: 4.605 nm
Bare net signal: 100000 counts
Covered net signal at limit: 1000 counts
Background in peak window: 2000 counts
Net-count standard deviation: 70.7 counts
Relative count uncertainty: 7.07 %
Thickness uncertainty, formula: 0.141 nm
Thickness uncertainty, simulated: 0.142 nm
Relative thickness uncertainty: 1.54 %
Uncovered area: 1.0 %
Retained signal with uncovered area: 1.99 %
Retained signal from pixel map: 1.99 %
Apparent thickness with uncovered area: 7.834 nm
Ceiling on apparent thickness: 9.210 nm
Transport model inelastic length: 2.50 nm
Transport model elastic length: 10.00 nm
Total mean free path: 2.00 nm
Elastic share of scattering events: 0.20 (no unit)
Limit in total mean free paths: 4.783 (no unit)
Thickness limit with elastic scattering: 9.57 nm
Effective length from this limit: 2.077 nm
Limit using inelastic length alone: 11.51 nm
Overestimate by inelastic length: 20.4 %
Monte Carlo retained signal: 1.00 %
\end{verbatim}
